\section*{Why donors and acceptors of equal charge scatter electrons unequally}

\section{Two mobilities where the Born formula gives one}

Take silicon at 300 K with $10^{18}$ free electrons per cm$^3$, and let ionised impurities be the only scatterers. In the model below, $10^{18}$ cm$^{-3}$ donors limit the electron mobility to 1581 cm$^2$/Vs and the same number of acceptors to 2528 cm$^2$/Vs. The first Born approximation gives 1717 cm$^2$/Vs for both. Acceptors alone could not balance the charge of free electrons, so each figure is a partial mobility that counts the scattering by one kind of ion only. The charges have equal magnitude, and the electron density and screening length are held fixed, so the difference must come from the sign of the potential.

The electron has one isotropic mass $m^*=0.26\,m_e$ and the permittivity is $\varepsilon=11.7$. Lengths are in $a^*=\varepsilon a_0/m^*=2.381$ nm (with $m^*$ here in units of $m_e$) and energies in the effective Hartree, 51.68 meV. In these units $\hbar=m^*=1$ and $kT=25.85$ meV is almost exactly one half.

Let $V$ be the electron's potential energy near an ion, with $g=-1$ for a donor and $g=+1$ for an acceptor. If $|V|\ll kT$, the electron density changes by $\delta n=-nV/kT$. Poisson's equation is then
\begin{equation}
\nabla^2V=-4\pi\left[g\,\delta^3(\mathbf r)+\delta n\right]
=\kappa^2V-4\pi g\,\delta^3(\mathbf r),\qquad \kappa^2=\frac{4\pi n}{kT},
\end{equation}
with solution $V=g\,e^{-\kappa r}/r$. The screening length $\lambda=1/\kappa$ does not depend on the sign of $g$. Here $\lambda=4.088$ nm $=1.717\,a^*$.

\section{The counter-example at thermal energy}

At $E=kT$ the wavenumber is $k=1.000/a^*$. Numerical integration of the radial Schr\"odinger equation gives these phase shifts, in radians:
\begin{center}
\begin{tabular}{lcc}
 & $\delta_0$ & $\delta_1$\\
donor & $1.504$ & $0.585$\\
acceptor & $-0.946$ & $-0.421$
\end{tabular}
\end{center}
The Born $s$ phase is $\pm1.274$: the donor exceeds it in magnitude and the acceptor falls short.

Resistance depends on the transport cross section, in which each deflection is weighted by $1-\cos\theta$. With $a_l=e^{i\delta_l}\sin\delta_l$, the amplitude is $f=k^{-1}\sum_l(2l+1)a_lP_l(x)$, where $x=\cos\theta$. The integrals needed are
\begin{equation}
\int_{-1}^1P_l^2\,dx=\frac{2}{2l+1},\qquad
\int_{-1}^1xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .
\end{equation}
They give
\begin{equation}
\sigma_{\rm tr}=2\pi\!\int_{-1}^1\!|f|^2(1-x)\,dx
=\frac{4\pi}{k^2}\sum_l\left[(2l+1)|a_l|^2-2(l+1)\,{\rm Re}\,a_la_{l+1}^*\right].
\end{equation}
Since $2l+1=(l+1)+l$, the first sum equals $\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)$. The bracket therefore becomes $(l+1)|a_l-a_{l+1}|^2$. From $a_l=(e^{2i\delta_l}-1)/2i$ it follows that
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\label{eq:transport}
\end{equation}

The prefactor is $4\pi(2.381\ {\rm nm})^2=71.2$ nm$^2$. The $l=0$ term is $71.2\sin^2(0.919)=45$ nm$^2$ for the donor and $71.2\sin^2(0.525)=18$ nm$^2$ for the acceptor. Higher terms raise the totals to 65.7 and 27.7 nm$^2$. The donor scatters 2.4 times as strongly, which refutes equal scattering.

\section{The correct statement}

For equal $m^*$, $\lambda$ and $k$, and opposite $g$:
\begin{enumerate}
\item The first Born cross sections are equal at every angle.
\item The full cross sections are not equal in general. They differ first at order $g^3$.
\item Neither sign is always the stronger scatterer. For slow electrons the donor wins at small $\lambda/a^*$, but at a particular larger $\lambda/a^*$ it becomes transparent while the acceptor does not.
\end{enumerate}

\subsection{First order: the sign is lost}

With $\mathbf q$ the momentum transfer,
\begin{equation}
f_1=-\frac1{2\pi}\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r=-\frac{2g}{\kappa^2+q^2},
\end{equation}
and $|f_1|^2$ contains only $g^2$. For the transport cross section put $y=q^2=2k^2(1-x)$, so that $1-x=y/2k^2$ and $|dx|=dy/2k^2$. With $b=4k^2/\kappa^2$,
\begin{equation}
\sigma_{\rm tr}^{B}=\frac{2\pi g^2}{k^4}\int_0^{4k^2}\frac{y\,dy}{(\kappa^2+y)^2}
=\frac{2\pi g^2}{k^4}\left[\ln(1+b)-\frac{b}{1+b}\right].
\end{equation}
At $E=kT$, $b=11.8$ and the bracket is 1.63, which gives 57.9 nm$^2$ for either ion.

\subsection{Second order: the sign returns}

The next term in the amplitude contains two factors of $V$ joined by the outgoing wave $-e^{iks}/(2\pi s)$, where $\mathbf s=\mathbf r-\mathbf r'$. In the forward direction
\begin{equation}
f_2(0)=\frac1{4\pi^2}\int d^3s\;e^{-i\mathbf k\cdot\mathbf s}\,\frac{e^{iks}}{s}\,C(s),
\qquad C(s)=\int V(\mathbf r'+\mathbf s)V(\mathbf r')\,d^3r'.
\end{equation}
The Fourier transform of $C$ is $(4\pi g)^2/(p^2+\kappa^2)^2$. The function $e^{-\kappa s}/4\pi s$ has transform $1/(p^2+\kappa^2)$. Differentiating this pair with respect to $\kappa$ shows that $e^{-\kappa s}/8\pi\kappa$ has transform $1/(p^2+\kappa^2)^2$. Hence $C=2\pi g^2e^{-\kappa s}/\kappa$. The angular average of $e^{-i\mathbf k\cdot\mathbf s}$ is $\sin ks/ks$, so
\begin{equation}
f_2(0)=\frac{2g^2}{\kappa k}\int_0^\infty e^{-(\kappa-ik)s}\sin ks\,ds
=\frac{2g^2}{\kappa[(\kappa-ik)^2+k^2]}=\frac{2g^2}{\kappa^2(\kappa-2ik)} .
\label{eq:second}
\end{equation}
Its real part is $2g^2/[\kappa(\kappa^2+4k^2)]$. Since $f_1$ is real, $|f|^2=f_1^2+2f_1\,{\rm Re}f_2+\dots$, and in the forward direction the second term is
\begin{equation}
2f_1{\rm Re}f_2=-\frac{8g^3}{\kappa^3(\kappa^2+4k^2)} .
\end{equation}
It is odd in $g$ and nonzero, so at weak coupling the two ions must differ. Relative to the Born amplitude,
\begin{equation}
\frac{{\rm Re}f_2(0)}{f_1(0)}=-\frac{g\lambda}{1+4k^2\lambda^2}.
\end{equation}
This is largest for slow electrons and falls as $1/k^2$ for fast ones. At $E=kT$ its magnitude is $1.717/12.8=0.134$. To this order the forward cross sections are $1\pm0.27$ times the Born value. This is a weak-coupling estimate and it fails in the example: the phase shifts give forward cross sections of 0.80 (donor) and 0.66 (acceptor) times the Born value, unequal but both below it.

\subsection{Phase shifts: opposite signs, unequal sizes}

Let $u''=[l(l+1)/r^2+2V-k^2]u$, and let $\hat\jmath=kr\,j_l(kr)$ and $\hat y=kr\,y_l(kr)$ be the free solutions, for which $\hat\jmath\hat y'-\hat\jmath'\hat y=k$. At each $r$ define an amplitude $A$ and phase $\delta$ by matching both $u$ and $u'$ to the free wave $A(\hat\jmath\cos\delta-\hat y\sin\delta)$. Then
\begin{equation}
P=u'\hat\jmath-u\hat\jmath'=-kA\sin\delta,\qquad Q=u'\hat y-u\hat y'=-kA\cos\delta .
\end{equation}
The free terms cancel on differentiation, leaving $P'=2Vu\hat\jmath$ and $Q'=2Vu\hat y$. Since $\tan\delta=P/Q$,
\begin{equation}
\delta'=\frac{P'Q-PQ'}{P^2+Q^2}=\frac{2Vu(\hat\jmath Q-\hat yP)}{k^2A^2}
=-\frac{2V}{k}\left(\hat\jmath\cos\delta-\hat y\sin\delta\right)^2 .
\label{eq:phase}
\end{equation}
Starting from $\delta=0$ at the origin, a donor phase can only rise and an acceptor phase can only fall.

The magnitudes need not match. For $l=0$ the square is $\sin^2(kr+\delta)$. A donor's positive $\delta$ initially enlarges it, because the wave is drawn towards the ion. An acceptor's negative $\delta$ reduces it, because the wave is pushed out. Setting $\delta=0$ inside the square removes this feedback and gives the Born phase,
\begin{equation}
\delta_0^B=-\frac{2g}{k}\int_0^\infty\frac{e^{-\kappa r}\sin^2kr}{r}\,dr
=-\frac{g}{2k}\ln\left(1+\frac{4k^2}{\kappa^2}\right),
\end{equation}
which is odd in $g$ and equals the $\pm1.274$ quoted above.

\subsection{Slow electrons: the order can reverse}

As $k\to0$ the $s$ wave dominates and, outside the potential, $u\propto r-a$. The scattering length $a$ fixes $f=-a$ and $\sigma=\sigma_{\rm tr}=4\pi a^2$. At $k=0$ scattering is isotropic, so the forward result \eqref{eq:second} suffices:
\begin{equation}
a=2g\lambda^2(1-g\lambda+\dots),\qquad \sigma=16\pi g^2\lambda^4(1-2g\lambda+\dots).
\end{equation}
For $\lambda\ll a^*$ the donor, with $g=-1$, scatters more.

This ordering does not persist. Put $x=r/\lambda$, $s=\lambda/a^*$ and $w=e^{-x}/x$. The donor's zero-energy wave obeys $u''=-2s\,w\,u$. Normalise it so that $u\to x-\alpha$, where $\alpha=a/\lambda$. For two strengths $s_1$ and $s_2$,
\begin{equation}
(u_1'u_2-u_1u_2')'=2(s_2-s_1)\,w\,u_1u_2 .
\end{equation}
Integrate from the origin, where both waves vanish, to infinity, where the left-hand bracket tends to $(x-\alpha_2)-(x-\alpha_1)$. This gives $\alpha_1-\alpha_2=2(s_2-s_1)\int w\,u_1u_2\,dx$, and therefore
\begin{equation}
\frac{d\alpha}{ds}=-2\int_0^\infty w\,u^2\,dx<0 .
\end{equation}
So $\alpha$ falls continuously, except where the unnormalised wave becomes flat at infinity and $|\alpha|$ diverges. There a new bound state appears. Such thresholds recur: as $s$ grows the wave acquires more nodes, and each enters from infinity as the outer slope changes sign. Between neighbouring thresholds a falling $\alpha$ must run from $+\infty$ to $-\infty$, and it crosses zero once. At that crossing the donor does not scatter electrons of vanishing energy.

An acceptor has no such point. Its zero-energy wave, taken positive, has $u''>0$ and starts from $u(0)=0$. Since $(xu'-u)'=xu''>0$, the quantity $xu'-u$ grows from zero, while $u'$ tends to a finite positive constant. Hence $\alpha=\lim(xu'-u)/u'>0$.

Numerical solution puts the first threshold at $\lambda/a^*=0.840$ and the first transparency at $2.233$. Since $\lambda\propto n^{-1/2}$ at fixed temperature, the latter corresponds to $10^{18}(1.717/2.233)^2=5.9\times10^{17}$ electrons per cm$^3$. With that screening and $k=0.01/a^*$, the donor's transport cross section is $10^{-5}$ of the acceptor's. This energy is only about $10^{-4}\,kT$ at 300 K. At $0.01\,kT$ the ratio is already 0.1, and at $kT$ the donor scatters about twice as strongly as the acceptor, so most thermal electrons do not see the transparency.

\section{From cross sections to mobility}

At the original density the transport cross sections, in nm$^2$, are:
\begin{center}
\begin{tabular}{rrrr}
$E/kT$ & Born & donor & acceptor\\
0.01 & 2133 & 479 & 358\\
0.1 & 847 & 544 & 171\\
0.3 & 290 & 297 & 83.6\\
1 & 57.9 & 65.7 & 27.7\\
3 & 10.4 & 11.3 & 7.24\\
10 & 1.35 & 1.40 & 1.18
\end{tabular}
\end{center}
Of the energies listed, $0.3\,kT$ shows the greatest contrast, a factor of 3.6. Low energy alone does not guarantee a large contrast. Here the zero-energy scattering lengths are $1.45\lambda$ and $1.41\lambda$, so the acceptor's limiting cross section is only about 6\% below the donor's. Both lengths are far below the Born magnitude of $3.43\lambda$. At $36\,kT$ the donor--acceptor difference is 5\% of the Born value.

Independent ions of density $N_i$ give $1/\tau=v\sum_iN_i\sigma_{{\rm tr},i}$. In a weak field $F$ along $z$ the distribution changes by $\delta f=eF\tau v_z\,\partial f_0/\partial E=-eF\tau v_zf_0/kT$. The mean velocity is therefore $-(eF/kT)\langle\tau v_z^2\rangle$. With $\langle\tau v_z^2\rangle=2\langle\tau E\rangle/3m^*$ and $\langle E\rangle=3kT/2$,
\begin{equation}
\mu=\frac{e}{m^*}\frac{\langle\tau E\rangle}{\langle E\rangle}
=\frac{e}{m^*}\frac{\int_0^\infty\tau E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.
\end{equation}
Numerical integration gives the opening mobilities. The Born value is 9\% above the phase-shift result for donors and 32\% below it for acceptors.

Compensated silicon contains both ions. For $1.5\times10^{18}$ cm$^{-3}$ donors and $0.5\times10^{18}$ cm$^{-3}$ acceptors, with $10^{18}$ cm$^{-3}$ free electrons, the Born mobility is 859 cm$^2$/Vs and the phase-shift result is 868 cm$^2$/Vs. The agreement comes from opposite errors at this mixture and does not validate the Born treatment of either ion.

\section{Beside real silicon}

The mass, permittivity and doping are rough typical values for silicon, but the absolute mobilities are too high. Adding a rough lattice mobility of 1400 cm$^2$/Vs by reciprocal addition, itself an approximation, gives 742 cm$^2$/Vs for donors and 901 cm$^2$/Vs for acceptors. Adding the rates at each energy instead, with a lattice $\tau\propto E^{-1/2}$ scaled to the same 1400 cm$^2$/Vs, lowers these to about 570 and 760 cm$^2$/Vs. Real n-type silicon at this doping has roughly 300 cm$^2$/Vs. Electron--electron collisions are one omission. If they are strong enough to keep the electrons in a displaced Maxwell distribution, the ion-limited values fall to 927 and 1975 cm$^2$/Vs, and their ratio rises from 1.6 to 2.1. Independent, linearly screened ions are also doubtful: a sphere of radius $\lambda$ holds on average 0.57 ions in the compensated sample, and $|V|/kT$ is 1.1 at $r=a^*$. Screening should gather one extra electron around a donor and remove one around an acceptor. With the common $\lambda$ used here, the phase shifts and the donor's bound state imply about 1.3 and 0.87 instead. If the screening length for each sign is instead adjusted until the ion displaces exactly one electron, keeping the same form of potential, the lengths become about $1.48\,a^*$ for the donor and $1.84\,a^*$ for the acceptor. The acceptor-to-donor mobility ratio then falls from 1.6 to about 1.4. An isolated donor level 45 meV deep would give about 0.4 neutral donors per ionised one, which are omitted. Silicon's mass is anisotropic, but isotropic masses of 0.19 and 0.98 still give acceptor-to-donor mobility ratios of about 1.6 and 1.5. This shows a weak dependence on the size of the mass and does not test the anisotropy itself. With silicon's six valleys, each of density-of-states mass about $0.32\,m_e$, degeneracy changes $\kappa^2$ by only about 1\%; a single valley of mass $0.26\,m_e$ holding all the electrons would lower it by about 10\%. Short-range ion potentials, wavevector-dependent dielectric response and intervalley scattering are not sized. The calculation supports a difference between the two signs within this model, and does not predict a measured mobility.
